Why a Landau fit to a polycrystalline loop leaves local curvature open

Q: I have fitted a single Landau polynomial to the hysteresis loop of a polycrystalline ferroelectric film, and the agreement is as good as I could wish. The free-energy density is

G(P) = aP²/2 + bP⁴/4 − EP, with a < 0 and b > 0.

Its second derivative at P = 0 is a. I therefore conclude that I have measured the intrinsic negative curvature of the material. Take round model values: remanence Pr = 20 µC/cm², coercive field Ec = 1 MV/cm, and a field swept slowly between −Em and Em, with Em = 3 MV/cm.

A: Let us grant you a perfect fit and ask first which states the fitted curve contains. At rest dG/dP = 0, so the field belonging to P is

E_L(P) = aP + bP³.

At E = 0 this gives Pr = √(|a|/b). A state is stable while a + 3bP² > 0, that is, for |P| > Pc with

Pc = √(|a|/(3b)) = Pr/√3, so that b = |a|/(3Pc²).

On the way up, the lower branch ends at P = −Pc. The field there is

Ec = |a|Pc − bPc³ = |a|Pc − |a|Pc/3 = 2|a|Pc/3.

To find where the polarization lands, set E_L(P) = Ec and multiply by 3Pc²/|a|:

P³ − 3Pc²P − 2Pc³ = (P + Pc)²(P − 2Pc) = 0.

It jumps from −Pc to 2Pc. With your numbers Pc = 11.55 µC/cm² and 2Pc = 23.09 µC/cm². The coefficients follow from Ec and Pr:

|a| = 3Ec/(2Pc) = 3√3 Ec/(2Pr) = 1.299 × 10⁹ m/F,
b = |a|/Pr² = 3.248 × 10¹⁰ m⁵/(F C²).

The region |P| < Pc, which includes P = 0, is never a resting state of the loop. Your curvature there is an extrapolation through the polynomial.

Q: I accept that, but the polynomial has two coefficients and the stable branches fix both. If the branches obey it, why distrust its middle?

A: Because the branches you measured are averages. If every grain followed this polynomial, the extrapolation would at least concern a real local energy. The average does not tell you that this is so. Consider instead grains of equal volume that respond independently to the applied field, without thermal activation or rate effects. Each has polarization −Pm or +Pm, switches up when the field rises to α, and switches down when it falls to β, with β ≤ α. Its loop is a rectangle. If a fraction f of the grains is up, the average is

P = Pm f − Pm(1 − f) = Pm(2f − 1).

Q: A sum of rectangles can surely make some rounded loop. Can it make mine?

A: Let P_up(E) and P_down(E) be the ascending and descending branches. Assume that both are nondecreasing in E, that they meet at (±Em, ±Pm), and that P_up ≤ P_down. Starting with all grains down, the fraction up at field E is the fraction with α ≤ E. Starting with all grains up, the fraction still up on the descent is the fraction with β < E. Solving the average for f gives

Prob(α ≤ E) = [1 + P_up(E)/Pm]/2,
Prob(β < E) = [1 + P_down(E)/Pm]/2.

Both right-hand sides rise from 0 to 1, as distribution functions must. (At a vertical jump, take the upper value in the first formula and the lower value in the second.)

The two thresholds must still be paired so that β ≤ α in every grain. Give each grain a label q, spread uniformly between −Pm and Pm. Let α(q) be the field at which the ascending branch reaches q, and β(q) the field at which the descending branch passes q. Because the descending branch lies at or above the ascending one, it has the value q at the same or a lower field, so β(q) ≤ α(q).

When the measured average is P, the grains with q < P are up. Their fraction is (P + Pm)/(2Pm), and Pm(2f − 1) returns P. The construction is therefore exact for a continuous distribution. With N grains whose labels sit at the midpoints of N equal intervals, the count is wrong by at most half a grain. One grain changes the average by 2Pm/N, so the error is at most Pm/N.

Nothing here used the Landau form. A slanted loop with parabolic branches, P/Pm = x ∓ 0.4(1 − x²) with x = E/Em, was also tested. With 2000 grains its largest error was 4.99 × 10⁻⁴ of Pm, within the bound of 5 × 10⁻⁴.

Q: What are the thresholds for my Landau loop?

A: Read them from the branches:

α(q) = Ec for −Pc < q < 2Pc, and E_L(q) otherwise,
β(q) = −Ec for −2Pc < q < Pc, and E_L(q) otherwise.

At Em = 3 MV/cm the polynomial gives Pm = 27.20 µC/cm². The labels with |q| < Pc occupy Pc/Pm = 42.5% of the range, and these grains have symmetric loops from −Ec to Ec. Another 42.5%, with Pc < |q| < 2Pc, have shifted loops, as if they carried an internal bias field. The biases occur with both signs equally, so the average loop is centred.

The remaining 15.1% have α = β. They are forced by the data. Where the branches coincide beyond Ec, the fractions with α ≤ E and β ≤ E are equal. Since β ≤ α, no appreciable fraction can have β ≤ E < α at any such field, which leaves zero width. These grains stand for a reversible response.

The share of zero-width grains, 1 − 2Pc/Pm, depends on the window. As Em falls towards Ec, Pm tends to 2Pc and the share vanishes. As Em grows, the Landau polarization rises without limit, roughly as (E/b)^(1/3), and the share tends to one. Rectangles with fixed Pm saturate, so the equivalence holds on a finite window and the distribution must be rebuilt if the window is enlarged.

With 20000 grains, the largest difference from the numerically followed Landau loop is 0.00135 µC/cm², within the bound of 0.00136 µC/cm².

Q: But my coefficients also explain the dielectric slope and the loss. Surely the rectangles do not give those.

A: Take the slope first. At remanence

dE_L/dP = a + 3bPr² = −|a| + 3|a| = 2|a|,

so dP/dE = 1/(2|a|), which is 43.47 in units of ε₀. With 20000 grains, a finite difference over ±0.1Ec gives 43.46; a single grain changes this value by 0.15, so the two slopes agree within that resolution. In their case the slope counts grains: it is 2Pm times the density of down-switching thresholds at zero field. Each grain's own branches are flat. The agreement concerns the descending branch of the major loop, not the response to a small alternating field. In a small field cycle about remanence the Landau crystal retraces its branch, whereas these grains, once down, return only at Ec.

For the loss, write the energy without the field term as

G₀(P) = |a|[−P²/2 + P⁴/(12Pc²)].

On the stable branches the electrical work is stored reversibly. In the upward jump, the work is 3PcEc = 2|a|Pc², while the stored energy changes by

G₀(2Pc) − G₀(−Pc) = |a|Pc²[(−2 + 4/3) − (−1/2 + 1/12)] = −|a|Pc²/4.

The loss in one jump is the work minus this change, (9/4)|a|Pc². A cycle has two jumps:

W = (9/2)|a|Pc² = (9/2)|a| · |a|/(3b) = 3a²/(2b) = 77.94 J/cm³.

A rectangular grain loses 2Pm(α − β) per cycle. Averaging over the uniform labels means dividing by 2Pm and integrating, which leaves ∫(α − β)dq. The symmetric grains contribute 2Pc · 2Ec = (8/3)|a|Pc². Each of the two biased groups contributes

PcEc − [G₀(2Pc) − G₀(Pc)] = (2/3 + 1/4)|a|Pc² = (11/12)|a|Pc².

The sum is (8/3 + 11/6)|a|Pc² = (9/2)|a|Pc², the same loss. It has to be, since the two loops enclose the same area.

If I fit your polynomial to the grains' descending branch above −0.9Ec, I recover a = −1.2991 × 10⁹ m/F and b = 3.2476 × 10¹⁰ m⁵/(F C²). The fit succeeds on data that contain no Landau grain.

Q: Each rectangular grain is still bistable. It must have a barrier between its two states, and a barrier means negative curvature at P = 0. Have you not merely changed the value of a?

A: The zero-width grains have no barrier. In a grain with α > β a barrier must lie somewhere between the states, but it need not have its top at P = 0. Write x = P/Pm for one grain, and define its bias m = (α + β)/2 and half-width h = (α − β)/2 > 0. Put hard walls at x = ±1, and between them choose

dG₀/dP = m − h g(x), with g(−1) = −1, g(1) = 1, and |g| < 1 inside.

Let the grain move downhill without inertia, so that its velocity has the sign of E − dG₀/dP. At x = −1 the opposing slope is m + h = α. For E < α, the grain is pressed against the lower wall. For E > α, the field exceeds the slope everywhere inside, because m − hg < m + h there, and the grain runs to the upper wall. At that wall the slope is m − h = β. The grain stays while E > β, and for E < β it runs back, because m − hg > m − h inside.

For a grain that starts at a wall, every allowed g thus gives the same rectangle, and the same response to any slow field history that does not stop precisely on a threshold. The curvature at the centre is

G₀''(0) = −(h/Pm) g'(0),

and g'(0) is free.

Q: Free in sign as well?

A: Yes. Choose g = [T_n(x) + x]/2, where T_n(x) = cos(n arccos x) and n is odd. Then T_n(±1) = ±1 and |T_n| ≤ 1, and the added x makes |g| < 1 strictly inside. With x = cos t, the derivative of T_n is n sin(nt)/sin t. At x = 0, t = π/2, and it equals n(−1)^((n−1)/2). Hence

G₀''(0) = −(h/Pm)[1 + (−1)^((n−1)/2) n]/2.

For a symmetric grain h = Ec, and the scale is Ec/Pm = 3.677 × 10⁸ m/F. The cases n = 1, 3, 5 and 7 give −3.68, +3.68, −11.03 and +11.03, all in units of 10⁸ m/F. Your fit says −12.99 in the same unit. Larger n gives arbitrarily large values of either sign, and a weighted average of two allowed functions g is again allowed, so every real value can be reached.

The case n = 3 shows what positive curvature means. Here T₃ = 4x³ − 3x, so g = 2x³ − x. For m = 0 and E = 0,

G₀(0) − G₀(−Pm) = −hPm ∫ g dx from −1 to 0 = −hPm[x⁴/2 − x²/2] from −1 to 0 = 0.

The nonpolar state is a local minimum, as low as the two polar states, with a barrier on each side. The loop misses it because a field strong enough to free the grain from the wall also carries it over the weaker interior slopes.

In the numerical test, biased grains with these four energies were moved downhill under a random sequence of fields. After every field change, all four were in the state of the same rectangular relay.

Q: And the curvature in the wells?

A: It is not fixed either. Your fit assigns 2|a| to the wells at remanence. These grains have hard walls and no local polarizability at all, yet their average has your slope on the major loop. Hard walls are an idealization of very steep wells, but they suffice as a counterexample to the inference.

Q: Then I shall measure minor loops. They must tell the two pictures apart.

A: They can test the models. Saturate upward, go down to −0.9Ec, and return to +0.9Ec. For the Landau crystal we need the upper branch P₊(E). Put P = 2Pc cos θ into E_L:

E = |a|Pc[(8/3)cos³θ − 2cos θ] = Ec(4cos³θ − 3cos θ) = Ec cos 3θ,

so P₊(E) = 2Pc cos[arccos(E/Ec)/3] for |E| ≤ Ec. No jump occurs before −Ec. The crystal retraces its branch and ends at P₊(0.9Ec) = 22.83 µC/cm².

In the ensemble, the descent turns down all grains with q > Q, where Q = P₊(−0.9Ec) = 14.41 µC/cm². Since Q > Pc, these grains have α ≥ Ec, so none returns by +0.9Ec. The average remains 14.41 µC/cm².

Q: So a measured return to 22.8 would exclude rectangles, and a return to 14.4 would confirm your distribution?

A: Neither conclusion follows, because the major loop fixes the distributions of α and β separately but leaves their pairing open. Take the second conclusion first, and exchange the up-thresholds of the two biased groups. A grain with Pc < q < 2Pc now receives α = E_L(q − 3Pc), and the grains with −2Pc < q < −Pc receive α = Ec. With y = q/Pc between 1 and 2,

α − β = (|a|Pc/3)[(y − 3)³ − 3(y − 3) − y³ + 3y]
= (|a|Pc/3)(−9y² + 27y − 18)
= 3|a|Pc(y − 1)(2 − y) ≥ 0,

so the exchange is allowed. The major loop is unchanged, but some grains now return. By symmetry the lower branch at 0.9Ec has P = −Q, so a grain returns if q − 3Pc ≤ −Q. The labels from Q to 3Pc − Q switch back up, and the average becomes

Q + (3Pc − Q − Q) = 3Pc − Q = 34.64 − 14.41 = 20.23 µC/cm².

Rectangles can also reach the Landau value. Write R = P₊(0.9Ec) and start again from the first pairing. Let each grain with Q < q < R exchange its up-threshold with the grain at q − Q − R, which lies between −R and −Q. The first grain receives α = E_L(q − Q − R) = −E_L(Q + R − q), and the second receives Ec. For the first grain

β − α = E_L(q) + E_L(Q + R − q).

Since E_L is convex for P > 0, this sum is largest at the ends q = Q and q = R, where it is −0.9Ec + 0.9Ec = 0. Hence β ≤ α, and the exchange is allowed. The new up-thresholds lie between E_L(−R) = −0.9Ec and E_L(−Q) = 0.9Ec, so all grains with Q < q < R return, and the average becomes Q + (R − Q) = R = 22.83 µC/cm².

Your one major loop is therefore compatible with at least three outcomes of this reversal, and a return to 22.8 does not by itself exclude rectangles.

Q: Is there a minor-loop test that does not depend on the pairing?

A: There is one for independent rectangles as a class. Cycle the field between E₁ and E₂ until the minor loop closes. The grains that switch in both directions are those with β ≥ E₁ and α ≤ E₂. Their number does not depend on the earlier history, so neither does the height of the minor loop.

Between −0.5 and 0.9 MV/cm, the second pairing gives 2.54 µC/cm² after either saturation, and the first gives zero. The Landau crystal gives 5.14 µC/cm² after positive saturation and 7.29 µC/cm² after negative saturation, because its two branches have different slopes at the same field. A history-dependent height would thus rule out independent rectangles, though not interacting ones, for which a grain's field depends on its neighbours. Equal heights for these two fields would rule out the single Landau crystal.

Q: Suppose the rectangles pass every such test. Do I then learn the curvature at P = 0?

A: No. Grains with the same α and β but different g respond identically to all such slow histories that start from saturation, so more histories of that kind cannot separate them. You would need evidence about a grain that itself has small polarization, with mixtures of up and down regions excluded. Zero average polarization is no such evidence: grains that rest only at ±Pm give it when half the volume is up and half is down, with no grain at P = 0.

Q: What may I then write beside my fitted a?

A: That it is an effective coefficient describing the average major loop on the stated field window. It becomes a local curvature if you have separate grounds for believing that every grain switches uniformly, feels only the applied field and not its neighbours, and follows this same quartic energy, even in the region |P| < Pc where the loop never rests. The model is also scalar. It takes each polar axis along the field and assumes that any background dielectric charge has been removed from the measured loop. If all polar axes are tilted by θ and the grains polarize only along them, each grain feels E cos θ and the film shows P cos θ. The loop is then still a perfect quartic, but with coefficients a/cos²θ and b/cos⁴θ, so at 45° the fitted a is twice the curvature along the polar axis. The quality of the fit does not supply any of these grounds. The numerical output below gives the values for both models.

Computed values

```
Input Pr = 20.00 uC/cm^2
Input Ec = 1.00 MV/cm
Input Em = 3.00 MV/cm
Landau a = -1.2990e+09 m/F
Landau b = 3.2476e+10 m^5/(F C^2)
Spinodal Pc = 11.547 uC/cm^2
Landing point 2Pc = 23.094 uC/cm^2
Pm at Em = 27.197 uC/cm^2
Number of relays N = 20000
Share of symmetric relays (+-Ec) = 42.46 %
Share of biased relays = 42.46 %
Share of zero-width relays = 15.09 %
Bound Pm/N = 0.00136 uC/cm^2
Largest loop error, rank pairing = 0.00135 uC/cm^2
Largest loop error, second pairing = 0.00135 uC/cm^2
Parabolic loop: relays = 2000, c = 0.4
Parabolic loop: largest error/Pm = 4.99e-04
Fitted a from relay data = -1.2991e+09 m/F
Fitted b from relay data = 3.2476e+10 m^5/(F C^2)
Zero-field slope/eps0, Landau = 43.47
Zero-field slope/eps0, relays = 43.46
Loss per cycle, Landau = 77.942 J/cm^3
Loss per cycle, relays = 77.942 J/cm^3
Curvature scale Ec/Pm = 3.6769e+08 m/F
Local curvature at P=0, n=1: -3.677e+08 m/F
Local curvature at P=0, n=3: +3.677e+08 m/F
Local curvature at P=0, n=5: -1.103e+09 m/F
Local curvature at P=0, n=7: +1.103e+09 m/F
Reversal test, Landau = 22.834 uC/cm^2
Reversal test, rank pairing = 14.412 uC/cm^2
Reversal test, second pairing = 20.229 uC/cm^2
Minor-loop fields = -0.50 and 0.90 MV/cm
Minor height after positive saturation (uC/cm^2): Landau 5.142, rank 0.000, second 2.537
Minor height after negative saturation (uC/cm^2): Landau 7.289, rank 0.000, second 2.537
```
